**Hydrogen atom with fractional spins and the restricted dissociation limit of H2**

For a hydrogen atom with spin occupations (n↑, n↓), n↑ + n↓ = 1, the Hartree-Fock energy of the density matrix P ⊗ |φ><φ| is h + J(1 − Tr P²)/2, where h is the kinetic plus nuclear energy, J the Coulomb self-integral of φ and P the 2×2 spin matrix; Δ = E(½,½) − E(1,0). The program solves the atom in HF and LSDA (Slater + PW92) on a radial Gauss-Lobatto grid and computes He and H2 with PySCF in an even-tempered s,p Gaussian basis, in atomic units. It asserts J = 5/8, the scaled exponent 27/32, the closed-form LSDA exchange and the PW92 end-point formulas, the Tr P² formula, E_HF(½,½) = E_RHF(He)/8 with orbital energy ε_He/4, the virial relation, and the triplet stability of He and instability of stretched H2. For H2 at distance R it asserts E_RHF = 2E_HF(½,½) − 1/(2R) − 2α_He/R⁴, with α_He the finite-field RHF polarizability of He and the last term held to 2% at 30 and 40 bohr, a restricted LDA limit of 2E_LSDA(½,½) without a 1/R tail, and dissociation to twice the (1,0) atom in UHF, UKS and two-configuration CI. The output gives E(½,½) = −0.357710 Ha (HF) and −0.445667 Ha (LSDA), Δ = 3.872 and 0.899 eV, and restricted H2 errors 2Δ = 7.744 and 1.798 eV relative to two polarized atoms of the same method. At 20 bohr the remainder after the 1/(2R) term, −2.050e-05 Ha, is larger in size than the R⁻⁴ term, −1.653e-05 Ha.

## Numerical verification

```python
# Hydrogen atom with fractional spins (n_up, n_dn), n_up + n_dn = 1, atomic units.
# Results under test (h = kinetic + nuclear attraction, J = Coulomb integral):
#   E_HF = h + J (1 - Tr P^2)/2 for density matrix P x |phi><phi| (P: 2x2 spin matrix)
#   1s orbital: J = 5/8; scaled 1s at (1/2,1/2): zeta = 27/32, E = -zeta^2/2
#   self-consistent E_HF(1/2,1/2) = E_RHF(He)/8, orbital energy eps_He/4
#   LSDA (Slater + PW92): Ex = -2^(1/3) Cx (n_up^(4/3)+n_dn^(4/3)) (27/64) pi^(-1/3) for 1s
#   H2: E_RHF(R) = 2 E_HF(1/2,1/2) - 1/(2R) - 2 alpha_He/R^4, E_RLDA(R) -> 2 E_LSDA(1/2,1/2)
#   two-configuration CI, UHF, UKS dissociate to twice the (1,0) atom.
# Delta = E(1/2,1/2) - E(1,0). Atoms: radial Gauss-Lobatto solver. He, H2: PySCF Gaussians.
import numpy as np
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.optimize import minimize_scalar
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, lib
from pyscf.dft import libxc

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
XC = 'LDA_X,LDA_C_PW'
BASIS_TOL = 2e-5  # Gaussian basis incompleteness against the radial grid

# ---------- radial grid for u(r) = sqrt(4 pi) r phi(r); p = u^2 ----------
N, RMAX = 100, 40.0
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
PN = eval_legendre(N, x)
w_all = RMAX / (N * (N + 1) * PN**2)
D = np.outer(PN, 1 / PN) / (x[:, None] - x[None, :] + np.eye(N + 1))
np.fill_diagonal(D, 0.0)
D[0, 0], D[N, N] = -N * (N + 1) / 4, N * (N + 1) / 4
D *= 2 / RMAX
stiff = (D.T @ (w_all[:, None] * D))[1:-1, 1:-1]
r, w = (RMAX * (x + 1) / 2)[1:-1], w_all[1:-1]
kin = 0.5 * stiff / np.sqrt(np.outer(w, w))
chol = cho_factor(stiff)

def v_hartree(p):
    return cho_solve(chol, w * p / r) / r + (w @ p) / RMAX

def slater_u(z):
    return 2 * z**1.5 * r * np.exp(-z * r)

def xc_eval(code, pu, pd):
    out = libxc.eval_xc(code, np.array([pu, pd]) / (4 * np.pi * r**2), spin=1, deriv=1)
    return w @ ((pu + pd) * out[0]), out[1][0]

def energy(method, occ, us):
    T = sum(n * (np.sqrt(w) * u) @ kin @ (np.sqrt(w) * u) for n, u in zip(occ, us))
    pu, pd = occ[0] * us[0]**2, occ[1] * us[1]**2
    V = -w @ ((pu + pd) / r)
    if method == 'HF':
        return T + V + w @ (pu * v_hartree(pd)), T
    EH = 0.5 * w @ ((pu + pd) * v_hartree(pu + pd))
    return T + V + EH + xc_eval(XC, pu, pd)[0], T

def solve_atom(method, occ):
    us = [slater_u(1.2), slater_u(0.7)]  # deliberately different start for the two spins
    p, eps = [u**2 for u in us], [0.0, 0.0]
    for it in range(600):
        pu, pd = occ[0] * p[0], occ[1] * p[1]
        if method == 'HF':
            v = [v_hartree(pd), v_hartree(pu)]
        else:
            vh, vxc = v_hartree(pu + pd), xc_eval(XC, pu, pd)[1]
            v = [vh + vxc[:, 0], vh + vxc[:, 1]]
        change = 0.0
        for s in (0, 1):
            if occ[s] > 0:
                e, c = eigh(kin + np.diag(v[s] - 1 / r), subset_by_index=[0, 0])
                eps[s], us[s] = e[0], c[:, 0] / np.sqrt(w)
                change += w @ abs(us[s]**2 - p[s])
                p[s] = 0.5 * (p[s] + us[s]**2)
        if change < 1e-9:
            break
    assert change < 1e-9
    E, T = energy(method, occ, us)
    return dict(E=E, T=T, eps=eps[0], us=us)

def show(label, val, unit='Ha', d=6):
    print(f"{label} = {val:.{d}f} {unit}")

# ---------- frozen and scaled 1s ----------
u1 = slater_u(1.0)
p1 = u1**2
assert np.max(abs(v_hartree(p1) - (1 / r - (1 + 1 / r) * np.exp(-2 * r)))) < 1e-7
J1 = w @ (p1 * v_hartree(p1))
assert abs(J1 - 5 / 8) < 1e-9
half, pol, mid = (0.5, 0.5), (1.0, 0.0), (0.75, 0.25)
Efro = energy('HF', half, [u1, u1])[0]
assert abs(Efro - (-0.5 + 5 / 32)) < 1e-9
opt = minimize_scalar(lambda z: energy('HF', half, [slater_u(z)] * 2)[0],
                      bounds=(0.6, 1.2), method='bounded', options={'xatol': 1e-10})
assert abs(opt.x - 27 / 32) < 1e-5 and abs(opt.fun + (27 / 32)**2 / 2) < 1e-9
show("1 hartree", EV, 'eV', 4)
show("J of 1s", J1)
show("HF (1/2,1/2) frozen 1s", Efro)
show("HF (1/2,1/2) best zeta", opt.x, '1/bohr', 5)
show("HF (1/2,1/2) scaled 1s", opt.fun)

PW = {pol: (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517),
      half: (0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)}
Cx = 0.75 * (3 / np.pi)**(1 / 3)
rho1 = np.exp(-2 * r) / np.pi
I43 = w @ (p1 * rho1**(1 / 3))
assert abs(I43 - 27 / 64 * np.pi**(-1 / 3)) < 1e-9
show("Cx", Cx, '(a.u.)')
show("integral rho^(4/3) of 1s", I43, '1/bohr')
rs = (3 / (4 * np.pi * rho1))**(1 / 3)
fro = {}
for occ in (pol, mid, half):
    ex = xc_eval('LDA_X,', occ[0] * p1, occ[1] * p1)[0]
    ec = xc_eval(',LDA_C_PW', occ[0] * p1, occ[1] * p1)[0]
    ex_formula = -2**(1 / 3) * Cx * (occ[0]**(4 / 3) + occ[1]**(4 / 3)) * 27 / 64 * np.pi**(-1 / 3)
    assert abs(ex - ex_formula) < 1e-8
    if occ in PW:
        A, a1, b1, b2, b3, b4 = PW[occ]
        G = -2 * A * (1 + a1 * rs) * np.log1p(
            1 / (2 * A * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)))
        assert abs(w @ (p1 * G) - ec) < 1e-6
        fro[occ] = (ex, ec, energy('LSDA', occ, [u1, u1])[0])
        print(f"PW92 input {occ}: A,a1,b1..b4 = {PW[occ]} (a.u.)")
        print(f"LSDA frozen 1s {occ}: Ex {ex:.6f} Ec {ec:.6f} E {fro[occ][2]:.6f} Ha")
dEx, dEc, dE = (fro[half][k] - fro[pol][k] for k in range(3))
assert dEx > 0 > dEc and abs(dE - dEx - dEc) < 1e-8
print(f"LSDA frozen: dEx {dEx:.6f} dEc {dEc:.6f} Delta {dE:.6f} Ha")

# ---------- self-consistent atoms ----------
at = {(m, o): solve_atom(m, o) for m in ('HF', 'LSDA') for o in (pol, mid, half)}
assert abs(at['HF', pol]['E'] + 0.5) < 1e-9
for m in ('HF', 'LSDA'):
    a, b = at[m, half]['us']
    assert w @ abs(a**2 - b**2) < 1e-7  # the spins return to a common orbital
    assert at[m, pol]['E'] < at[m, mid]['E'] < at[m, half]['E']
    for o in (pol, mid, half):
        print(f"{m} SCF {o}: E {at[m, o]['E']:.6f} Ha, eps_up {at[m, o]['eps']:.6f} Ha")
Ehf, Elda, Elsd = at['HF', half]['E'], at['LSDA', half]['E'], at['LSDA', pol]['E']
assert abs(at['HF', half]['T'] + Ehf) < 1e-7 and Ehf < opt.fun < Efro
show("HF SCF (1/2,1/2) kinetic energy", at['HF', half]['T'])
show("decay constant kappa, HF (1/2,1/2)", np.sqrt(-2 * at['HF', half]['eps']), '1/bohr', 4)

# ---------- Gaussian calculations ----------
def basis(scale):
    return ([[0, [scale * 0.015 * 2.2**k, 1.0]] for k in range(18)]
            + [[1, [scale * 0.025 * 2.5**k, 1.0]] for k in range(5)])
print("basis input: s 0.015*2.2^k (k=0..17), p 0.025*2.5^k (k=0..4) 1/bohr^2; He x4")

def h2(R, sym):
    return gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]], unit='Bohr',
                 basis={'H': basis(1)}, symmetry=sym, verbose=0)

def run(mf, tol, dm0=None):
    mf.chkfile, mf.conv_tol, mf.max_cycle = None, tol, 200
    if hasattr(mf, 'xc'):
        mf.xc, mf.grids.atom_grid, mf.grids.prune = XC, (100, 110), None
    if mf.mol.symmetry:
        mf.irrep_nelec = {mf.mol.irrep_name[0]: 2}  # sigma_g doubly occupied
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf

def triplet_min(mf):
    o = mf.mo_occ > 0
    ci, cv = mf.mo_coeff[:, o][:, 0], mf.mo_coeff[:, ~o]
    vj, vk = mf.get_jk(mf.mol, np.outer(ci, ci))
    M = np.diag(mf.mo_energy[~o] - mf.mo_energy[o][0]) - cv.T @ (vj + vk) @ cv
    return np.linalg.eigvalsh(M)[0]

hat = gto.M(atom='H 0 0 0', spin=1, basis={'H': basis(1)}, verbose=0)
c1 = eigh(hat.intor('int1e_kin') + hat.intor('int1e_nuc'), hat.intor('int1e_ovlp'))[1][:, 0]
ghf = scf.ghf.GHF(hat)
for name, P in (("diag(1/2,1/2)", np.diag(half)), ("diag(3/4,1/4)", np.diag(mid)),
                ("pure spin along x", np.full((2, 2), 0.5))):
    e = ghf.energy_tot(dm=np.kron(P, np.outer(c1, c1)))
    assert abs(e - (-0.5 + 5 / 16 * (1 - np.trace(P @ P)))) < BASIS_TOL
    show(f"general HF energy, frozen 1s, P {name}", e, 'Ha', 5)

he = gto.M(atom='He 0 0 0', basis={'He': basis(4)}, verbose=0)
mhe = run(scf.RHF(he), 1e-11)
field = 0.005
mfe = scf.RHF(he)
hfield = mhe.get_hcore() + field * he.intor('int1e_r')[2]
mfe.get_hcore = lambda *args: hfield
run(mfe, 1e-11)
alpha = -2 * (mfe.e_tot - mhe.e_tot) / field**2
assert abs(mhe.e_tot / 8 - Ehf) < BASIS_TOL
assert abs(mhe.mo_energy[0] / 4 - at['HF', half]['eps']) < BASIS_TOL
stab_he = triplet_min(mhe)
assert stab_he > 0
print(f"He RHF: E {mhe.e_tot:.6f} Ha, E/8 {mhe.e_tot / 8:.6f} Ha")
print(f"He RHF: eps {mhe.mo_energy[0]:.6f} Ha, eps/4 {mhe.mo_energy[0] / 4:.6f} Ha")
print(f"He alpha (field {field} a.u.) {alpha:.4f}, 8 alpha {8 * alpha:.3f} bohr^3")
show("He lowest triplet stability eigenvalue", stab_he, 'Ha', 4)

for R in (20.0, 30.0, 40.0):
    mf = run(scf.RHF(h2(R, True)), 1e-11)
    rest, pred = mf.e_tot - mhe.e_tot / 4 + 0.5 / R, -2 * alpha / R**4
    assert abs(mf.e_tot + 0.5 / R - 2 * Ehf) < 2 * BASIS_TOL + 2 * abs(pred)
    if R > 25:  # overlap and R^-7 terms are below 2 percent only here
        assert abs(rest / pred - 1) < 0.02
    print(f"RHF R={R:.0f} bohr: E {mf.e_tot:.6f}, E+1/(2R) {mf.e_tot + 0.5 / R:.6f} Ha")
    print(f"   remainder {rest:.3e} Ha, -2 alpha/R^4 {pred:.3e} Ha")
    if R == 30.0:
        stab = triplet_min(mf)
        assert stab < 0
        show("   H2 lowest triplet stability eigenvalue", stab, 'Ha', 4)

erks = [run(dft.RKS(h2(R, True)), 1e-10).e_tot for R in (25.0, 30.0)]
assert abs(erks[0] - erks[1]) < 5e-6 and abs(erks[1] - 2 * Elda) < 2 * BASIS_TOL
print(f"RLDA: E(R=25 bohr) {erks[0]:.6f}, E(R=30 bohr) {erks[1]:.6f} Ha")

R = 30.0
mol = h2(R, False)
a, b = np.concatenate((c1, 0 * c1)), np.concatenate((0 * c1, c1))
dm0 = np.array([np.outer(a, a), np.outer(b, b)])
euhf = run(scf.UHF(mol), 1e-10, dm0).e_tot
euks = run(dft.UKS(mol), 1e-10, dm0).e_tot
assert abs(euhf + 1) < 2 * BASIS_TOL and abs(euks - 2 * Elsd) < 2 * BASIS_TOL
print(f"R=30 bohr: UHF {euhf:.5f} Ha, UKS-LSDA {euks:.5f} Ha")
ref = scf.RHF(mol)
S, hc = mol.intor('int1e_ovlp'), ref.get_hcore()
g, u = a + b, a - b
g, u = g / np.sqrt(g @ S @ g), u / np.sqrt(u @ S @ u)
jg, kg = ref.get_jk(mol, np.outer(g, g))
ju = ref.get_jk(mol, np.outer(u, u))[0]
Hgg, Huu, Kgu = 2 * g @ hc @ g + g @ jg @ g + 1 / R, 2 * u @ hc @ u + u @ ju @ u + 1 / R, u @ kg @ u
eci = np.linalg.eigvalsh([[Hgg, Kgu], [Kgu, Huu]])[0]
assert abs(Hgg - (-1 + 5 / 16 - 0.5 / R)) < 2 * BASIS_TOL and abs(Huu - Hgg) < 1e-6
assert abs(Kgu - (5 / 16 - 0.5 / R)) < 2 * BASIS_TOL and abs(eci + 1) < 2 * BASIS_TOL
print(f"CI R=30 bohr: Hgg {Hgg:.5f}, Huu {Huu:.5f}, Kgu {Kgu:.5f}, root {eci:.5f} Ha")

# ---------- main results ----------
dhf, dlda = Ehf - at['HF', pol]['E'], Elda - Elsd
assert dhf > dlda > 0
print(f"limits: RHF {2 * Ehf:.6f}, RLDA {2 * Elda:.6f}, 2 LSDA atoms {2 * Elsd:.6f} Ha")
print(f"Delta HF   = {dhf:.6f} Ha = {dhf * EV:.3f} eV")
print(f"Delta LSDA = {dlda:.6f} Ha = {dlda * EV:.3f} eV")
print(f"H2 error RHF  2 Delta = {2 * dhf:.6f} Ha = {2 * dhf * EV:.3f} eV")
print(f"H2 error RLDA 2 Delta = {2 * dlda:.6f} Ha = {2 * dlda * EV:.3f} eV")
show("LSDA (1,0) above exact atom", Elsd - at['HF', pol]['E'])
show("RLDA limit above exact limit", 2 * (Elda - at['HF', pol]['E']))
show("ratio Delta HF / Delta LSDA", dhf / dlda, '', 2)
print("checks complete")
```

Output:

```
1 hartree = 27.2114 eV
J of 1s = 0.625000 Ha
HF (1/2,1/2) frozen 1s = -0.343750 Ha
HF (1/2,1/2) best zeta = 0.84375 1/bohr
HF (1/2,1/2) scaled 1s = -0.355957 Ha
Cx = 0.738559 (a.u.)
integral rho^(4/3) of 1s = 0.288050 1/bohr
PW92 input (1.0, 0.0): A,a1,b1..b4 = (0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517) (a.u.)
LSDA frozen 1s (1.0, 0.0): Ex -0.268037 Ec -0.022184 E -0.477721 Ha
PW92 input (0.5, 0.5): A,a1,b1..b4 = (0.031091, 0.2137, 7.5957, 3.5876, 1.6382, 0.49294) (a.u.)
LSDA frozen 1s (0.5, 0.5): Ex -0.212742 Ec -0.041392 E -0.441633 Ha
LSDA frozen: dEx 0.055296 dEc -0.019208 Delta 0.036088 Ha
HF SCF (1.0, 0.0): E -0.500000 Ha, eps_up -0.500000 Ha
HF SCF (0.75, 0.25): E -0.395582 Ha, eps_up -0.384063 Ha
HF SCF (0.5, 0.5): E -0.357710 Ha, eps_up -0.229489 Ha
LSDA SCF (1.0, 0.0): E -0.478711 Ha, eps_up -0.269016 Ha
LSDA SCF (0.75, 0.25): E -0.453708 Ha, eps_up -0.258851 Ha
LSDA SCF (0.5, 0.5): E -0.445667 Ha, eps_up -0.233457 Ha
HF SCF (1/2,1/2) kinetic energy = 0.357710 Ha
decay constant kappa, HF (1/2,1/2) = 0.6775 1/bohr
basis input: s 0.015*2.2^k (k=0..17), p 0.025*2.5^k (k=0..4) 1/bohr^2; He x4
general HF energy, frozen 1s, P diag(1/2,1/2) = -0.34375 Ha
general HF energy, frozen 1s, P diag(3/4,1/4) = -0.38281 Ha
general HF energy, frozen 1s, P pure spin along x = -0.50000 Ha
He RHF: E -2.861680 Ha, E/8 -0.357710 Ha
He RHF: eps -0.917956 Ha, eps/4 -0.229489 Ha
He alpha (field 0.005 a.u.) 1.3221, 8 alpha 10.577 bohr^3
He lowest triplet stability eigenvalue = 0.6719 Ha
RHF R=20 bohr: E -0.740440, E+1/(2R) -0.715440 Ha
   remainder -2.050e-05 Ha, -2 alpha/R^4 -1.653e-05 Ha
RHF R=30 bohr: E -0.732090, E+1/(2R) -0.715423 Ha
   remainder -3.271e-06 Ha, -2 alpha/R^4 -3.264e-06 Ha
   H2 lowest triplet stability eigenvalue = -0.5113 Ha
RHF R=40 bohr: E -0.727921, E+1/(2R) -0.715421 Ha
   remainder -1.033e-06 Ha, -2 alpha/R^4 -1.033e-06 Ha
RLDA: E(R=25 bohr) -0.891332, E(R=30 bohr) -0.891333 Ha
R=30 bohr: UHF -1.00000 Ha, UKS-LSDA -0.95742 Ha
CI R=30 bohr: Hgg -0.70417, Huu -0.70417, Kgu 0.29583, root -1.00000 Ha
limits: RHF -0.715420, RLDA -0.891333, 2 LSDA atoms -0.957421 Ha
Delta HF   = 0.142290 Ha = 3.872 eV
Delta LSDA = 0.033044 Ha = 0.899 eV
H2 error RHF  2 Delta = 0.284580 Ha = 7.744 eV
H2 error RLDA 2 Delta = 0.066088 Ha = 1.798 eV
LSDA (1,0) above exact atom = 0.021289 Ha
RLDA limit above exact limit = 0.108667 Ha
ratio Delta HF / Delta LSDA = 4.31 
checks complete
```
